Lieb's principle, Hartree-Fock gaps, and their failure in DFT+U

**Result**

Take a finite basis of spin-orbitals x (position or site, together with spin), a Hermitian one-body matrix h and a symmetric real interaction v(x,y). A density matrix γ satisfies 0 ≤ γ ≤ 1 and Tr γ = N, with N an integer. The Hartree-Fock energy is

E(γ) = Tr hγ + ½ Σ_xy v(x,y) [γ(x,x)γ(y,y) − |γ(x,y)|²].

(A) If v(x,y) ≥ 0, the minimum of E over all density matrices equals its minimum over projectors of rank N, which are the Slater determinants.

(B) If v(x,y) > 0 for all x ≠ y, every minimizer is a projector, and its Fock operator has a gap of at least v_min, the smallest v(x,y) with x ≠ y. There is no partly filled shell.

(C) In DFT+U both statements can fail when Hartree plus semilocal exchange-correlation is more convex than the U term is concave. For one electron in the model p shell solved below, with an assumed quadrupole stiffness C > 0 and complex orbitals allowed, fractional occupation wins for 0 ≤ U < C/2. The positive sign of C is an assumption; for the 2p electron of boron, LDA and PBE give C < 0 (section 6).

"Unrestricted" means that no spatial or spin symmetry is imposed.

**1. Two orbitals, one electron**

Let orthonormal orbitals 1 and 2 carry occupations f and 1−f. Write h_i = ⟨i|h|i⟩ and let V be the repulsion of a pair with one electron in each orbital. Hartree-Fock has no self-interaction, so the cross term alone remains:

E(f) = f h₁ + (1−f) h₂ + V f(1−f).

The second derivative is −2V. For V ≥ 0 the function is concave and is lowest at f = 0 or f = 1. In the limit V = 0 it is linear, and for h₁ = h₂ every f is equally good. Repulsion therefore excludes a fractional minimum, and its strict positivity removes the tie.

**2. Any number of orbitals: Lieb's principle**

Diagonalize γ = Σ_i f_i |i⟩⟨i|. Inserting this into the bracket of E gives

Σ_ij f_i f_j [|i(x)|²|j(y)|² − i(x)i*(y)j*(x)j(y)].

After summation with v, the two terms are the direct integral J_ij and the exchange integral K_ij. Hence

E = Σ_i f_i h_i + ½ Σ_ij f_i f_j V_ij,  V_ij = J_ij − K_ij,  V_ii = 0.

Expanding the square below gives J_ij twice and −K_ij twice, so that

V_ij = ½ Σ_xy v(x,y) |i(x)j(y) − j(x)i(y)|² ≥ 0.

This is where repulsion enters. It is required pointwise; v need not be a positive definite matrix.

Now move an amount ε from j to i. The Fock operator, the derivative of E with respect to γ, is

F = h + diag(vρ) − v∘γ,  ρ(x) = γ(x,x),

where ∘ multiplies matrices element by element. Its diagonal elements are F_ii = h_i + Σ_k f_k V_ik. The quadratic term of the change is ½[ε(−ε)V_ij + (−ε)εV_ji] = −ε²V_ij, so

E(ε) = E(0) + ε(F_ii − F_jj) − ε²V_ij.  (1)

Suppose γ is not a projector. Some f_i lies strictly between 0 and 1. Since the sum of all f is an integer, a second such f_j exists. Equation (1) is concave in ε, so one end of the allowed segment has an energy no higher than E(0). At that end f_i or f_j is 0 or 1. Each move removes at least one fractional occupation, and after finitely many moves a projector is reached without any rise in energy. This proves (A).

For a projector, E is the expectation value of the many-electron Hamiltonian in a determinant. Therefore, for every admissible γ,

E(γ) ≥ lowest determinant energy ≥ true ground-state energy.

This is the variational principle: even an ensemble that describes no determinant gives an upper bound.

If v > 0 off the diagonal, then V_ij > 0, because the antisymmetric pair function is nonzero and vanishes at x = y. An interior point of the segment then lies strictly above its lower end. A minimum exists because E is continuous on a closed bounded set, and every minimizer must be a projector.

**3. Test on an open-shell ring**

Put four electrons on a ring of four sites, with hopping matrix elements −1 eV. The interaction is 4 eV on a site, 1 eV between neighbours and 0.5 eV across the ring. The orbital levels are −2, 0, 0 and 2 eV, each for two spins. Two electrons fill the lowest level; the other two share four spin-orbitals at zero energy.

The symmetric ensemble gives each of these four an occupation ½. Its one-body energy is −4 eV. Every spin-orbital has density ½ and sees v-values summing to 4 + 4 + 1 = 9 eV, so the direct term is ½·8·¼·9 = 9 eV. Between neighbours of equal spin γ(x,y) = ¼, and across the ring it vanishes. The exchange term is −½·8·2·(1/16)·1 = −0.5 eV. The total is 4.5 eV.

Take as shell orbitals s₁, spread over sites 1 and 3, and s₂, spread over sites 2 and 4. For opposite spins in the same s₁ there is no exchange, and

V = ½·4 + ½·0.5 = 2.25 eV.

By spin symmetry the linear term in (1) vanishes. Moving ε = ½ lowers the energy by ¼·2.25 = 0.5625 eV, to 3.9375 eV. The same move in s₂ gives 3.375 eV. Its linear term vanishes too: s₁ and s₂ have no common site, so their exchange is zero, and their repulsion is 1 eV for either relative spin.

The result is a determinant, but not yet the best one. Free minimization gives 2.8792 eV, both over ensembles and over determinants, each from many random starts. Their agreement is a test of (A), though a numerical search by itself does not prove that a minimum is global. The exact ground-state energy of this model is 2.5918 eV. The remaining 0.287 eV is the correlation energy that a single determinant misses.

**4. From integer occupations to a gap**

Let the projector P be a minimizer, with 0 < N < dimension of the basis. Choose any unit vector u in the occupied space and any unit vector w in the empty space. Since all occupied orbitals have occupation one, u can be taken as one of the natural orbitals; the same holds for w. Replacing u by w is equation (1) with ε = 1:

0 ≤ E(P′) − E(P) = F_ww − F_uu − V_uw.  (2)

The pair repulsion has a lower bound that does not depend on the orbitals:

V_uw ≥ v_min · ½ Σ_xy |u(x)w(y) − w(x)u(y)|²
     = v_min · ½ (1 + 1 − 2|⟨u|w⟩|²) = v_min.

Hence F_ww − F_uu ≥ v_min for every such pair.

It remains to show that this separates eigenvalues. Rotate u into u cos θ + e^{iα} w sin θ. To first order the energy changes by 2θ Re(e^{iα}F_uw). At a minimum this vanishes for every α, so F_uw = 0. Thus F does not couple the two spaces, and its eigenvectors can be chosen inside one or the other. Each empty level lies at least v_min above each occupied level. Aufbau order and the gap follow together, which proves (B).

On the ring the highest filled level is 2.926 eV and the lowest empty one 6.074 eV. The gap is 3.148 eV, against the guaranteed 0.5 eV. The bound is far from tight here. By (2) the level difference equals V_uw + [E(P′) − E(P)], and the bound discards two nonnegative amounts: V_uw − v_min and the energy cost E(P′) − E(P) of the swap.

Three conditions deserve attention.

First, strict positivity is needed. Consider one spin-up electron on a triangle with positive hopping element τ and on-site repulsion between opposite spins. The orbital levels are 2τ, −τ and −τ. Occupying one orbital of the lower pair gives the minimum −τ, since the interaction cannot lower the energy. The other spin-up orbital of the pair feels no repulsion, V_uw = 0, and the gap is zero. Statement (A) survives, while (B) does not.

Second, if the numbers of up and down electrons are fixed separately, the swaps in (2) must preserve spin. The theorem then orders the levels within each spin channel, not between channels.

Third, in continuous space the Coulomb repulsion is positive but has no positive lower bound at large distance. If a minimizer exists, (2) still gives F_ww − F_uu ≥ V_uw > 0 for each pair, but not the uniform bound v_min.

**5. Replacing exchange by a density functional**

Write the DFT+U energy as

E(γ) = Tr hγ + G[ρ] + (U/2) Tr(n − n²),

where G is Hartree plus exchange-correlation and n is the block of γ in the correlated subspace. For several sites or spins the last term is summed over blocks. Here U denotes the effective parameter, with U ≥ 0.

Move ε from orbital j to orbital i, and let a and b be the projections of i and j on the subspace. The block changes by εd, with d = |a⟩⟨a| − |b⟩⟨b|. Since Tr(n − n²) contains −ε² Tr d², the second derivative of the energy is

κ = ⟨δρ|f|δρ⟩ − U w_ab,
w_ab = Tr d² = |a|⁴ + |b|⁴ − 2|⟨a|b⟩|²,  (3)

where f is the second functional derivative of G, δρ = |i|² − |j|², and |a| is the norm of a.

Along such a pair move the U term is concave, like the Hartree-Fock energy, because w_ab ≥ 0. The Hartree part is convex, because the Coulomb self-energy of δρ is positive. Local exchange, proportional to −ρ^{4/3}, has a negative second derivative and is concave. Convexity of G is therefore a property of the sum and depends on the shell. It is assumed in what follows.

If κ ≤ 0 along all pair moves, the rounding proof still works. If κ > 0 for some pair, the lower end of the segment is no longer assured. For a quadratic functional the swap inequality becomes

0 ≤ F_ww − F_uu + κ/2,  so  F_ww − F_uu ≥ −κ/2.  (4)

Hartree-Fock corresponds to κ = −2V_uw, which returns (2). For κ > 0 the right side of (4) is negative, and no gap is guaranteed. If both orbitals lie outside the correlated subspace, a = b = 0 and U does not change κ at all, however large it is.

A broken proof is not yet a false theorem: a different projector might still reach the ensemble energy. A case that can be solved completely is needed.

**6. The p shell**

Consider a p shell with one radial function and one spin direction. The common one-body energy is a constant and is dropped. In the real orbitals p_x, p_y, p_z, the state is a Hermitian 3×3 matrix n = S + iA, with S real symmetric and A real antisymmetric. The density depends on S alone, since A cancels in Σ_ab n_ab r_a r_b.

A quadratic functional of the density that is invariant under rotations can contain, at fixed N, only a constant and the square of the traceless part S̄:

G = constant + ½ C Tr S̄².

To find C, use p_z, whose angular density is (1 + 2P₂(cos θ))/4π. With the Coulomb kernel F0 + F2 P₂(cos θ₁₂), the addition theorem gives ∫P₂(cos θ₁₂)P₂(cos θ₂) dΩ₂ = (4π/5)P₂(cos θ₁). With ∫P₂² dΩ = 4π/5 for the remaining integral, the quadrupole energy is

½ F2 · (2/4π)² (4π/5)² = 2F2/25.

For p_z, Tr S̄² = 4/9 + 1/9 + 1/9 = 2/3, so this energy equals C/3 and the Hartree part of C is 6F2/25. A local term (k/2)∫(angular density)² dΩ contributes (k/2)(2/4π)²(4π/5) = k/(10π) to the same energy, hence 3k/(10π) to C.

With the model values F2 = 5 eV and k = −2.094 eV,

C = 1.2 eV − 0.2 eV = 1.0 eV.

The value of k is chosen to make C clearly positive; it is not calculated for an atom. For a single electron, exact exchange cancels the Hartree energy of every orbital, so the two together do not distinguish p_z from a circular p orbital. A semilocal functional achieves this cancellation only approximately, and it can overshoot. For the 2p electron of the boron atom, with orbitals frozen at the spherical solution, the Hartree part of C is about 1.2 eV, as in the model. The total is nevertheless negative, about −0.2 eV with LDA and −0.5 eV with PBE. It varies by about 0.1 eV with the density used to extract it, because the functional is not quadratic. The model therefore shows a mechanism, not the behaviour of that atom. Before its thresholds are applied to a real shell, C must be computed for that shell and functional.

The Hartree-Fock limit of this shell is instructive. A pair of orthogonal p orbitals of equal spin is described by its cross product, a vector. Rotational invariance then makes the repulsion the same for every pair. The Coulomb interaction of two densities S and S′ is F0 Tr S Tr S′ + (6F2/25) Tr S̄S̄′. For J between p_x and p_z, the traceless parts diag(2/3, −1/3, −1/3) and diag(−1/3, −1/3, 2/3) give Tr S̄S̄′ = −1/3. For K, the overlap density has S_xz = S_zx = ½, zero trace and Tr S² = ½. Hence

J = F0 − 2F2/25,  K = 3F2/25,  W = J − K = F0 − F2/5.

With V_ij = W for i ≠ j, the energy formula of section 2 becomes

E_HF = ½W(N² − Tr n²) = ½W N(N−1) + ½W Tr(n − n²).

For this shell the U term has exactly the Hartree-Fock form, with U = W, which is 7 eV for F0 = 8 eV. What spoils the theorem is the additional convex term with C.

**7. One electron, solved completely**

For N = 1, Tr n² = Tr S² + |A|², where |A|² = Σ_ab A_ab². With G measured from its value at the spherical density,

E = ½(C−U) Tr S² − ½U|A|² + U/2 − C/6.

Rotate the axes so that A has only the elements ±b in the xy block. Positivity of that block of n requires S_xx S_yy − S_xy² − b² ≥ 0. With a = (S_xx + S_yy)/2 this gives

b² ≤ a²,  |A|² = 2b² ≤ 2a²,
Tr S² ≥ 2a² + (1−2a)².

For 0 ≤ U ≤ C both inequalities bound E from below. They are attained together by occupation f = 2a of a circular orbital p₊ = (p_x + i p_y)/√2, or its mirror image p₋, and 1−f of p₀ = p_z. Then Tr S² = f²/2 + (1−f)² and |A|² = f²/2, so

E(f) = C(¾f² − f + ⅓) + U f(1−f),
E′(f) = C(3f/2 − 1) + U(1−2f),
E″ = 3C/2 − 2U.

Setting E′ = 0 gives

f = 2(C−U)/(3C−4U),

which is below one, and a minimum, for U < C/2. For C/2 ≤ U ≤ 3C/4 the function is convex or linear with E′(1) = C/2 − U ≤ 0, so it falls up to f = 1. Above 3C/4 it is concave, and its ends are E(0) = C/3 and E(1) = C/12. For U > C, the energy equals its value at U = C plus ½(U−C)Tr(n−n²) ≥ 0, so C/12 remains the minimum.

For comparison, take a projector on one orbital. A choice of phase and axes brings it to (cos θ, i sin θ, 0). Its U term vanishes, and Tr S² = cos⁴θ + sin⁴θ ≥ ½. The best projector energy is ½C(½ − ⅓) = C/12 for every U.

At U = 0.4 eV, f = 1.2/1.4 = 0.857 and

E = 0.0272 + 0.0490 = 0.0762 eV,

below the best projector energy of 0.0833 eV. Statement (A) is false here by 0.007 eV. In this ensemble E′(f) = 0 means that the Fock levels of p₊ and p₀ coincide: a degenerate level is partly filled, and (B) fails too. Free minimization over 3×3 density matrices reproduces the energies at all five tabulated U, and the occupations wherever U > 0. At U = 0 the minimizer is not unique, because A then costs nothing.

The levels at p₊ follow from the slopes. From E′(1), p₀ lies U − C/2 above p₊. Mixing p₊ with p₋ leaves S unchanged and costs Ug(1−g), where g is the occupation of p₊, so p₋ lies U above. At U = 0.4 eV the first gap is −0.1 eV: the best determinant leaves a lower level empty. At U = 0.6 eV it is +0.1 eV, although κ = 0.3 eV is still positive. Positive curvature removes the guarantee, not necessarily the gap. In the limit C = 0, U = W, both gaps equal W, as in Hartree-Fock.

**8. What self-consistency does**

Up to a constant, the Fock matrix is F = CS − Un. For the pure orbital (cos θ, i sin θ, 0), p_z has level zero, and the xy block has

trace = C − U,  determinant = C(C−2U) cos²θ sin²θ.

For U < C/2 both block levels are nonnegative. If sin θ cos θ ≠ 0 they are positive, and the next filled orbital is p_z. If the orbital is real, say p_x, its own level is C − U > 0 while p_y and p_z lie at zero, and one of their combinations is filled. Either way the new orbital is orthogonal to the old one. The density matrix changes by a norm of √2 at every step, as the iteration at U = 0.4 eV shows. No determinant with aufbau filling is self-consistent, so plain iteration with integer occupation cannot converge.

For C/2 < U < C a real orbital still has its level C − U > 0 above the other two, so a real start keeps jumping, while the circular orbital is self-consistent with gap U − C/2. For U > C the difficulty is trapping in a self-consistent state that is not the minimum. A real orbital p_z gives F = (C−U)|p_z⟩⟨p_z| and reproduces itself with a gap U − C. At U = 2 eV this gap is 1 eV, yet the energy is 0.333 eV instead of 0.083 eV, an excess C/4 = 0.25 eV. Along the occupation path E(f), E′(0) = U − C > 0 and E′(1) < 0, so both ends are local minima with a barrier between them.

A complex rotation avoids the barrier. For p_z cos θ + i p_x sin θ,

E = C/3 − C sin²θ cos²θ,

which falls at once. For determinants Tr S² is at most 1, and a real orbital reaches this value. Despite its gap, the state therefore has the highest energy of all determinants. In one iteration the angle changes according to

tan 2θ′ = [U/(U−C)] tan 2θ,

because in the (z, x) block n = ½(1 + cos 2θ σ_z + sin 2θ σ_y) and S lacks the σ_y term, so −F = ½(U−C)(1 + cos 2θ σ_z) + ½U sin 2θ σ_y. The lowest eigenvector of F has the same form as n, with (cos 2θ′, sin 2θ′) along ((U−C) cos 2θ, U sin 2θ). At U = 2 eV the factor is 2, and a small complex admixture grows until the orbital is circular. A real start keeps F real and stays trapped. The numerical output shows both outcomes. Under (B) a gap is necessary for a Hartree-Fock minimum, but nothing in (B) makes it sufficient. This DFT+U example is a gapped self-consistent state that is not a minimum.

These thresholds belong to a frozen radial function and a quadratic functional. They also assume complex n. If n is restricted to be real, A = 0 and the spherical ensemble, with energy U/3, beats every real orbital, with energy C/3, for all U < C. Where exchange-correlation makes C negative, as LDA and PBE do for the 2p electron of boron, the density term is concave as well, and this route to fractional occupation is closed.

Computed results

```
ring: sites 4, electrons 4, hopping 1.0 eV
ring: v same site 4.0, near 1.0, far 0.5 eV
ring: symmetric open-shell ensemble, then each rounding move (eV):
   4.5000  3.9375  3.3750
ring: minimum over ensembles     2.879215 eV
ring: minimum over determinants  2.879215 eV
ring: exact model ground energy  2.591821 eV
ring: idempotency error of minimizer 8.3e-16
ring: highest filled level 2.9260 eV
ring: lowest empty level   6.0740 eV
ring: Fock gap 3.1480 eV, lower bound min v 0.5000 eV
Hubbard triangle, one electron: Fock gap 0.0000 eV
p shell: F0 8.0 eV, F2 5.0 eV, W = F0-F2/5 7.0 eV
p shell: local kernel strength -2.0944 eV
p shell: C Hartree 1.2000, C local -0.2000 eV
p shell: C total 1.0000 eV, critical U = C/2 0.5000 eV
p shell, columns: U (eV), occupation f of p+, E ensemble (eV),
  E projector (eV), curvature (eV), gap p+ to p0 (eV), gap p+ to p- (eV)
  0.0  0.6667  0.00000  0.08333  1.500  -0.500  0.000
  0.2  0.7273  0.04242  0.08333  1.100  -0.300  0.200
  0.4  0.8571  0.07619  0.08333  0.700  -0.100  0.400
  0.6  1.0000  0.08333  0.08333  0.300  0.100  0.600
  2.0  1.0000  0.08333  0.08333  -2.500  1.500  2.000
SCF at U = 0.4 eV: smallest change of n per step 1.4142
SCF at U = 2.0 eV, real start: E 0.33333 eV, gap 1.000 eV
SCF at U = 2.0 eV, complex start: E 0.08333 eV
energy excess of the trapped state 0.25000 eV
```
